# Surface energies of fcc crystals from counting broken nearest-neighbour bonds

## 1. Definitions and conventions

**The crystal.** Let $a$ be the edge of the conventional cube of a face-centred cubic (fcc) crystal. With one atom at the origin and axes along the cube edges, the atoms sit at

$$\mathbf r=\frac a2(m_1,m_2,m_3),\qquad m_1+m_2+m_3\ \text{even},$$

where the $m_i$ are integers. Cube corners have three even integers, and face centres have two odd ones and one even. A cube holds $8\times\frac18+6\times\frac12=4$ atoms, so the number of atoms per volume is $\rho=4/a^3$.

**The bonds.** The smallest nonzero value of $m_1^2+m_2^2+m_3^2$ with an even sum is 2. It belongs to the vectors

$$\mathbf d=\frac a2(\pm1,\pm1,0)\ \text{and permutations}.$$

There are three places for the zero and four choices of sign, hence 12 nearest neighbours, at distance $a/\sqrt2$. In the model, each such pair is joined by a bond that lowers the energy by $\varepsilon>0$, and nothing else contributes. The value of $\varepsilon$ does not depend on how many neighbours an atom has.

**The surface.** The integers $h,k,l$ have no common factor. The plane $(hkl)$ has the unit normal

$$\mathbf n=\frac{(h,k,l)}{s},\qquad s=\sqrt{h^2+k^2+l^2}.$$

The crystal is cut along this plane at zero temperature, and all atoms stay at their bulk positions. The surface energy $\gamma$ is the energy needed to make the surfaces, divided by the total area made.

**Surface cell.** This is the smallest parallelogram that repeats the atomic pattern of one layer parallel to the surface. It contains one atom per layer. Its number of broken bonds includes those lost by atoms in deeper layers beneath it.

## 2. From broken bonds to energy

Suppose that a cut of area $S$ breaks $N_bS$ bonds, so that $N_b$ is the number of broken bonds per area. The energy rises by $\varepsilon N_bS$. The cut makes two surfaces, each of area $S$, so

$$\gamma=\frac{\varepsilon N_bS}{2S}=\frac{\varepsilon N_b}{2}. \tag{1}$$

The two surfaces have equal energies. Inversion through an atom, $\mathbf r\to-\mathbf r$, maps the lattice onto itself and turns a crystal that ends at the top into one that ends at the bottom.

The factor one half can also be seen atom by atom. Each bond is shared by two atoms, so an atom with $z$ neighbours has energy $-z\varepsilon/2$. In the bulk this is $-12\varepsilon/2=-6\varepsilon$. An atom that has lost $m$ neighbours has energy

$$-\frac{\varepsilon}{2}(12-m)=-6\varepsilon+\frac{m\varepsilon}{2}.$$

Each missing neighbour therefore costs $\varepsilon/2$. A broken bond leaves one missing neighbour on each side of the cut, and the two halves add up to $\varepsilon$.

If a surface cell of area $A$ has $B$ broken bonds, then $N_b=B/A$ and

$$\gamma=\frac{\varepsilon B}{2A}. \tag{2}$$

Both $B$ and $A$ depend on the face.

## 3. Counting the bonds of the three simple faces

The height of an atom along the normal is

$$\mathbf r\cdot\mathbf n=\frac{a}{2s}H,\qquad H=hm_1+km_2+lm_3.$$

Atoms with the same integer $H$ form one layer. For a bond vector, $H$ tells how far the neighbour lies above the atom. A neighbour is missing if it would lie above the top layer.

**Face (111).** Here $H=m_1+m_2+m_3$, which is even for every atom, so successive layers differ by 2 in $H$. The neighbours $(1,1,0)$, $(1,0,1)$ and $(0,1,1)$, in units of $a/2$, have $H=2$ and lie one layer up. The six vectors with one plus and one minus sign have $H=0$ and lie in the layer. The remaining three lie one layer down. A top atom loses 3 neighbours. An atom in the second layer loses none, because its upper neighbours are in the top layer. Hence $B=3$.

**Face (100).** Here $H=m_1$, which takes every integer value, so successive layers differ by 1. The neighbours $(1,\pm1,0)$ and $(1,0,\pm1)$ lie one layer up, four lie in the layer and four lie one layer down. Only top atoms lose neighbours, and $B=4$.

**Face (110).** Here $H=m_1+m_2$. This also takes every integer value, since $m_3$ can be chosen to make the total sum even. The upper neighbours are of two sorts:

- $(1,0,\pm1)$ and $(0,1,\pm1)$ have $H=1$: four neighbours, one layer up;
- $(1,1,0)$ has $H=2$: one neighbour, two layers up.

The vectors $\pm(1,-1,0)$ lie in the layer, and the other five point down. A top atom loses all five upper neighbours. A second-layer atom keeps the four that are one layer up, but its neighbour two layers up is missing. From the third layer down, nothing is missing. Thus

$$B=5+1=6.$$

The bond lost in the second layer has to be counted, although its atom lies below the top layer. The missing neighbour $(1,1,0)$ points along the normal, so the site straight above this atom is empty and the atom sits exposed in a trough between rows of top atoms.

## 4. The areas and the ratios

The cells follow from short lattice vectors lying in each plane.

- On (111), two vectors of length $a/\sqrt2$ enclose $60^\circ$. The area is $\frac{a^2}{2}\sin60^\circ=\frac{\sqrt3}{4}a^2$.
- On (100), two vectors of length $a/\sqrt2$ are perpendicular. The area is $\frac{a^2}{2}$.
- On (110), the vectors $\frac a2(1,-1,0)$ and $a(0,0,1)$ are perpendicular, with lengths $a/\sqrt2$ and $a$. The area is $\frac{a^2}{\sqrt2}$.

Division gives the broken bonds per area:

$$N_b(111)=\frac{3}{\sqrt3a^2/4}=\frac{12}{\sqrt3\,a^2}=\frac{4\sqrt3}{a^2},$$

$$N_b(100)=\frac{4}{a^2/2}=\frac{8}{a^2},\qquad
N_b(110)=\frac{6}{a^2/\sqrt2}=\frac{6\sqrt2}{a^2}.$$

By equation (1), half of each, times $\varepsilon$, is the surface energy:

$$\gamma(111)=\frac{2\sqrt3\,\varepsilon}{a^2},\qquad
\gamma(100)=\frac{4\varepsilon}{a^2},\qquad
\gamma(110)=\frac{3\sqrt2\,\varepsilon}{a^2}.$$

The ratios to (111) are

$$\frac{\gamma(100)}{\gamma(111)}=\frac{4}{2\sqrt3}=\frac{2}{\sqrt3}=1.155,$$

$$\frac{\gamma(110)}{\gamma(111)}=\frac{3\sqrt2}{2\sqrt3}=\sqrt{\frac{9\cdot2}{4\cdot3}}=\sqrt{\frac32}=1.225.$$

Both $\varepsilon$ and $a$ have cancelled, so within this model the ratios are the same for every fcc crystal.

The energies per surface cell stand in the different ratio $3:4:6$. The (110) cell has twice the broken bonds of the (111) cell, but it is also larger, and the energy per area is only 1.225 times as high. If the second-layer bond of (110) were left out, 5 would replace 6 and the ratio would come out as 1.021. That error would even put (110) below (100).

## 5. Any plane: the column argument

Choose one bond vector $\mathbf d$ with $\mathbf d\cdot\mathbf n>0$. Each atom has one bond that starts at it and runs along $\mathbf d$. This bond crosses the cutting plane if the atom is below the plane by less than the rise $\mathbf d\cdot\mathbf n$.

The bonds that cross a patch of area $S$ therefore start in a slanted column with base $S$ and perpendicular height $\mathbf d\cdot\mathbf n$. Its volume is $S\,\mathbf d\cdot\mathbf n$, and it holds on average $\rho S\,\mathbf d\cdot\mathbf n$ atoms. Adding the contributions of all upward bond vectors gives

$$N_b=\rho\sum_{\mathbf d\cdot\mathbf n>0}\mathbf d\cdot\mathbf n. \tag{3}$$

The sum takes one vector from each pair $\pm\mathbf d$, so each bond is counted once. Bonds parallel to the plane are not cut and contribute zero.

To evaluate the sum, note that the symmetry of the cube allows any index to change sign and any two to be exchanged without changing $\gamma$. It is enough to treat

$$h\ge k\ge l\ge0,$$

where for other planes $h,k,l$ stand for the absolute values of the indices in falling order. Take one vector from each of the six pairs $\pm\mathbf d$, chosen so that it does not point down (a vector lying in the plane adds zero whichever sign is taken). In units of $a/2$ they are

$$(1,1,0),\ (1,-1,0),\ (1,0,1),\ (1,0,-1),\ (0,1,1),\ (0,1,-1).$$

Their rises are $a/(2s)$ times

$$h+k,\quad h-k,\quad h+l,\quad h-l,\quad k+l,\quad k-l.$$

None is negative, because of the chosen order. The first two add up to $2h$, the next two to $2h$ and the last two to $2k$. Therefore

$$\sum\mathbf d\cdot\mathbf n=\frac{a}{2s}(4h+2k)=\frac{a(2h+k)}{s}.$$

Multiplication by $\rho=4/a^3$ gives

$$N_b=\frac{4(2h+k)}{a^2s},$$

and equation (1) then gives

$$\boxed{\gamma(hkl)=\frac{2\varepsilon}{a^2}\,\frac{2h+k}{\sqrt{h^2+k^2+l^2}},\qquad h\ge k\ge l\ge0.} \tag{4}$$

For (111), (100) and (110) the last fraction is $3/\sqrt3$, $2$ and $3/\sqrt2$, which returns the energies of section 4. The smallest index has dropped out of the numerator because $l$ enters the rises in pairs of opposite sign. It still acts through $s$.

## 6. The same result layer by layer

The column argument used an average density. The layers show that nothing is lost by this.

Every lattice vector is a sum of whole multiples of $(1,1,0)$, $(1,0,1)$ and $(0,1,1)$, in units of $a/2$. The multiples are $(m_1+m_2-m_3)/2$, $(m_1-m_2+m_3)/2$ and $(-m_1+m_2+m_3)/2$, which are integers because $m_1+m_2+m_3$ is even. The possible values of $H$ are therefore the multiples of $g$, the greatest common divisor of $h+k$, $h+l$ and $k+l$.

This $g$ divides $(h+k)+(h+l)-(k+l)=2h$, and likewise $2k$ and $2l$. As $h,k,l$ have no common factor, $g$ is 1 or 2. It is 2 if all three sums are even, which requires indices of equal parity. They cannot all be even, so they are all odd. Write $q=2/g$, so that

$$q=1\ \text{if } h,k,l \text{ are all odd},\qquad q=2\ \text{otherwise}.$$

The layer spacing is $D=\frac{a}{2s}g=\frac{a}{qs}$. A prism with the surface cell as base and height $D$ holds one atom, so its volume is $a^3/4$. Hence

$$A=\frac{a^3}{4D}=\frac{q\,s\,a^2}{4}.$$

A bond that rises by $p$ layers is missing for an atom in each of the top $p$ layers. Since $p=H/g$ for that bond, the broken bonds per cell are

$$B=\frac{4h+2k}{g}=q(2h+k).$$

Then $B/A=4(2h+k)/(a^2s)$, as before. For (111), (100) and (110), $q(2h+k)$ is 3, 4 and 6.

## 7. What the formula says about orientation

**A slightly tilted (100) face.** Tilt the normal from (100) towards (010) by an angle $\theta$ with $|\theta|\le45^\circ$. Formula (4) depends on the direction of $(h,k,l)$ alone, so we may insert $h=\cos\theta$, $k=|\sin\theta|$, $l=0$ and $s=1$:

$$\gamma(\theta)=\frac{2\varepsilon}{a^2}\left(2\cos\theta+|\sin\theta|\right).$$

The first term is $\gamma(100)\cos\theta$, the energy of flat terraces. The second is the energy of the steps between them. Steps of height $a/2$ have length $|\sin\theta|/(a/2)$ per area of the tilted plane. If a step costs $\beta$ per length, then

$$\beta\,\frac{2|\sin\theta|}{a}=\frac{2\varepsilon|\sin\theta|}{a^2}\quad\Rightarrow\quad\beta=\frac{\varepsilon}{a}.$$

Tilting either way creates steps, so the energy has a sharp minimum at $\theta=0$ along this path.

**The lowest face.** Compare $2h+k$ with $\sqrt3\,s$ by subtracting squares:

$$(2h+k)^2-3s^2=h^2+4hk-2k^2-3l^2.$$

Since $l\le k$, replacing $l^2$ by $k^2$ can only lower the right-hand side:

$$(2h+k)^2-3s^2\ge h^2+4hk-5k^2=(h-k)(h+5k)\ge0.$$

Thus $(2h+k)/s\ge\sqrt3$. Equality requires $l=k$ and $h=k$, which is (111). This face has the lowest energy per area of all orientations in the model.

**The highest face.** The Cauchy–Schwarz inequality for the vectors $(2,1,0)$ and $(h,k,l)$ gives

$$2h+k\le\sqrt{2^2+1^2}\,\sqrt{h^2+k^2+l^2}=\sqrt5\,s.$$

Equality holds when the vectors are parallel. The highest energy therefore belongs to (210), not to (110), and

$$\frac{\gamma(210)}{\gamma(111)}=\frac{\sqrt5}{\sqrt3}=1.291.$$

## 8. Worked example

Take the round model parameters $a=4.00$ Å and $\varepsilon=0.50$ eV, which are not meant to describe a particular metal. The bulk energy is $-6\varepsilon=-3.00$ eV per atom.

For (111), the cell area is $0.4330\times16.00=6.928$ Å$^2$. Three missing neighbours cost $3\times0.25=0.75$ eV, so

$$\gamma(111)=\frac{0.75\ \text{eV}}{6.928\ \text{Å}^2}=108.3\ \text{meV/Å}^2=1.734\ \text{J/m}^2.$$

For (100), four missing neighbours cost 1.00 eV on 8.000 Å$^2$:

$$\gamma(100)=\frac{1.00\ \text{eV}}{8.000\ \text{Å}^2}=125.0\ \text{meV/Å}^2=2.003\ \text{J/m}^2.$$

For (110), six missing neighbours cost 1.50 eV on 11.314 Å$^2$:

$$\gamma(110)=\frac{1.50\ \text{eV}}{11.314\ \text{Å}^2}=132.6\ \text{meV/Å}^2=2.124\ \text{J/m}^2.$$

The conversion uses the charge $e$ in coulombs, with 1 eV/Å$^2$ equal to $e\times10^{20}$ J/m$^2$, and is made before rounding.

The layer rule of section 6 handles less simple faces. For (210), the six rises are $H=3,1,2,2,1,1$, and the layers differ by $g=1$. A top atom loses all 6 upper neighbours. A second-layer atom loses the 3 with $H>1$, and a third-layer atom loses the 1 with $H>2$. The sum is 10, in agreement with $q(2h+k)=2\times5$. Other faces follow in the same way:

| Face | Missing, from top layer down | $B$ | $\gamma$ (J/m$^2$) | Ratio to (111) |
|---|---|---|---|---|
| (331) | 5, 3, 1 | 9 | 2.068 | 1.192 |
| (311) | 5, 2 | 7 | 2.113 | 1.219 |
| (321) | 6, 4, 3, 2, 1 | 16 | 2.141 | 1.234 |
| (210) | 6, 3, 1 | 10 | 2.239 | 1.291 |

The (321) cell has more broken bonds than the (210) cell but a lower energy per area, because its own area is larger: $1.871a^2$ against $1.118a^2$.

## 9. Where the result fails

**Bonds to second neighbours.** Suppose that pairs at distance $a$ also gain an energy $\varepsilon_2>0$. The column argument applies to the vectors $a(1,0,0)$, $a(0,1,0)$ and $a(0,0,1)$, whose rises add up to $a(h+k+l)/s$. The surface energy gains the term

$$\frac{\varepsilon_2}{2}\,\frac{4}{a^3}\,\frac{a(h+k+l)}{s}=\frac{2\varepsilon_2}{a^2}\,\frac{h+k+l}{s}.$$

With $r=\varepsilon_2/\varepsilon$, the first ratio becomes

$$\frac{\gamma(100)}{\gamma(111)}=\frac{4+2r}{2\sqrt3(1+r)}=\frac{1}{\sqrt3}\left(1+\frac{1}{1+r}\right).$$

It equals $2/\sqrt3$ at $r=0$ and falls as $r$ grows. The ratios thus depend on the range of the forces.

**Bonds that depend on coordination.** In a metal, an atom's energy need not be proportional to its number of neighbours. As a simple alternative, let it vary as $-\sqrt z$, with the same bulk value $-6\varepsilon$. An atom that lacks a fraction $x=m/12$ of its neighbours then costs

$$6\varepsilon\left(1-\sqrt{1-x}\right)=\frac{6\varepsilon x}{1+\sqrt{1-x}},$$

where the last form follows on multiplying and dividing by $1+\sqrt{1-x}$. The bond-counting cost is $m\varepsilon/2=6\varepsilon x$. The alternative cost is smaller by a factor that depends on $x$, so both the energies and their ratios change.

**Moving atoms.** For a given energy law, the lowest energy that the surface atoms can reach by relaxing or rearranging cannot lie above that of the flat cut, since the unmoved positions remain available. A particular rearrangement need not gain anything: in the bond model, moving every second close-packed row of the top layer into the bulk raises the missing neighbours per two cells from 8 to 10 on (100) and leaves them at 12 on (110). The gain may differ from face to face. At nonzero temperature, the free energy also contains vibrations and disorder, which bond counting leaves out.

The ratios $1:1.155:1.225$ are therefore a statement about a flat cut at zero temperature, with all atoms at their bulk positions, combined with equal, independent nearest-neighbour bonds. A departure from them in a real crystal shows that at least one of these assumptions does not hold there.

Numbers in the example were calculated in double precision.
